\section*{Delay from 50 to 99 percent switching: exponential versus Lorentzian log-times}

\section*{Question}

I am comparing two descriptions of polarization switching in a ferroelectric hafnium--zirconium oxide capacitor under a constant field. Both are set to reach 50 percent switching at $t_{50}=100$ ns, and I want the further delay until 99 percent.

The first description is a single exponential, $p(t)=1-e^{-t/\tau}$. In the second, the film consists of independent regions. Each region switches completely and abruptly at its own time $t_0$, and $\log_{10}t_0$ has a Lorentzian distribution with a half-width of 0.5 decade.

I expected similar answers. Half a decade is a factor of about three, so nearly everything should be finished within a decade or so of the median. But when I put 99 percent into the Lorentzian formula, I get a time that cannot belong to a 100 ns switching process. Have I misused the half-width, or does the model really say this? And if it does, what should I believe about the capacitor?

\section*{Answer}

You have not misused the half-width. The half-width describes the centre of the distribution, while the 99 percent point is set by its tail, and a Lorentzian tail is very long. I work out both delays first and then ask what the second one is worth.

\subsection*{Conventions}

Let $p$ be the switched share of the polarization, and let $t_{50}$ and $t_{99}$ be the times at which $p=0.50$ and $p=0.99$. The delay is $t_{99}-t_{50}$. It is convenient to count time in decades from the median,
\begin{equation}
x=\log_{10}\frac{t}{t_{50}} .
\end{equation}
The half-width $w$ is the half-width at half-maximum of the density per decade. The field is held constant, and the two laws are compared at equal $t_{50}$.

\subsection*{Single exponential}

Setting $1-e^{-t/\tau}=p$ gives $e^{-t/\tau}=1-p$, and therefore $t=-\tau\ln(1-p)$. The two times are
\begin{equation}
t_{50}=\tau\ln 2,\qquad t_{99}=\tau\ln 100 .
\end{equation}
Their ratio does not depend on $\tau$:
\begin{equation}
\frac{t_{99}}{t_{50}}=\frac{\ln 100}{\ln 2}=6.644,\qquad x_{99}=\log_{10}6.644=0.822 .
\end{equation}
The delay is the difference,
\begin{equation}
t_{99}-t_{50}=\tau(\ln 100-\ln 2)=\tau\ln 50=t_{50}\,\frac{\ln 50}{\ln 2}.
\end{equation}
With $t_{50}=100$ ns, $\tau=100/\ln 2=144.3$ ns and $t_{99}=664.4$ ns, so the delay is 564.4 ns.

\subsection*{Sharp steps with Lorentzian log-times}

Let $z=\log_{10}(t_0/t_1)$, where $t_1$ is the centre of the distribution. The normalized density is
\begin{equation}
L(z)=\frac{1}{\pi}\,\frac{w}{z^2+w^2}.
\end{equation}
Its peak is $L(0)=1/(\pi w)$, and $L(\pm w)=1/(2\pi w)$ is half of that, so $w$ is indeed the half-width at half-maximum.

Because each region switches abruptly, the switched share at time $t$ is the share of regions with $t_0<t$:
\begin{equation}
p(t)=\int_{-\infty}^{\log_{10}(t/t_1)}L(z)\,dz .
\end{equation}
Substitute $z=w\tan\varphi$. Then $dz=w\,d\varphi/\cos^2\varphi$ and $z^2+w^2=w^2/\cos^2\varphi$, so that
\begin{equation}
L(z)\,dz=\frac{1}{\pi}\,\frac{w\cos^2\varphi}{w^2}\,\frac{w\,d\varphi}{\cos^2\varphi}=\frac{d\varphi}{\pi}.
\end{equation}
The angle $\varphi$ is uniformly distributed between $-\pi/2$ and $\pi/2$. Integrating from $-\pi/2$ gives
\begin{equation}
p=\frac12+\frac1\pi\arctan\frac{\log_{10}(t/t_1)}{w}.
\end{equation}
The share is one half when the arctangent vanishes, so $t_{50}=t_1$ and the argument is $x/w$. Solving for $x$,
\begin{equation}
x_p=w\tan\!\left[\pi\left(p-\tfrac12\right)\right],\qquad x_{99}=w\tan(0.49\,\pi)=31.82\,w .
\label{eq:lor}
\end{equation}
For $w=0.5$ decade this is
\begin{equation}
x_{99}=0.5\times 31.82=15.91\ \text{decades}.
\end{equation}
Finding numerically the point beyond which one percent of the area under $L$ remains also gives 15.91 decades. The delay is
\begin{equation}
t_{99}-t_{50}=t_{50}\left(10^{x_{99}}-1\right)=8.13\times10^{8}\ \text{s},
\end{equation}
or 25.8 years. It is $1.44\times10^{15}$ times the exponential delay. At 664.4 ns, when the exponential has reached 99 percent, the Lorentzian model has switched 82.6 percent.

If your 0.5 decade had been the \emph{full} width at half-maximum, $w$ would be 0.25 decade and $x_{99}$ would be 7.955 decades, which puts $t_{99}$ near 9 s. The convention therefore has to be stated with the number.

\subsection*{Why the half-width misleads}

For $x\gg w$, use $\arctan(x/w)=\pi/2-\arctan(w/x)\approx\pi/2-w/x$. The share still unswitched is then
\begin{equation}
1-p\approx\frac{w}{\pi x}.
\label{eq:tail}
\end{equation}
It falls only as the inverse of the \emph{logarithm} of time. Setting it to 0.01 gives $x_{99}\approx100\,w/\pi=15.915$ decades, very close to the full result.

The same formula shows what happens closer to completion. Going from 99 to 99.9 percent makes the remainder ten times smaller, so $x$ must grow tenfold, to about 159 decades. For the exponential, the same step multiplies the time by $\ln1000/\ln100=1.5$.

A Gaussian with the same half-width shows that the tail is responsible. Its density is proportional to $e^{-z^2/2\sigma^2}$, which is half its peak value at $z=w$ if $w^2/2\sigma^2=\ln2$. Hence $\sigma=w/\sqrt{2\ln2}$. The 99 percent point of a Gaussian lies about $2.33\,\sigma$ above its median, so
\begin{equation}
x_{99}^{\text{Gauss}}\approx\frac{2.33\,w}{\sqrt{2\ln 2}}\approx0.99\ \text{decade},
\end{equation}
and $t_{99}$ is 973 ns. Your expectation of ``a decade or so'' is right for this distribution.

You can also ask how narrow the Lorentzian must be to give the exponential's delay at the same $t_{50}$. Equating the two values of $x_{99}$,
\begin{equation}
w=\frac{\log_{10}(\ln100/\ln2)}{\tan(0.49\,\pi)}=\frac{0.8224}{31.82}=0.0258\ \text{decade}.
\end{equation}

The factor 31.82 also amplifies any error in a fitted width. An error of 0.01 decade in $w$ shifts $x_{99}$ by 0.318 decade, which changes $t_{99}$ by a factor of about two.

\subsection*{What if the tails end?}

The Lorentzian extends to arbitrarily short and long times. Suppose that a region cannot switch faster than an attempt time $t_a$, taken here as $10^{-13}$ s. This lies $C=6$ decades below the median of $10^{-7}$ s, yet the Lorentzian places 2.65 percent of the regions below it. With this attempt time the fast tail is already unphysical at the percent level. This does not disprove the slow tail, but it shows that the Lorentzian shape cannot be trusted far from the median without a test.

Keep the density for $|z|<C$ and renormalize it. The cut on the fast side follows from $t_a$; the equal cut on the slow side is a choice made to show the sensitivity. Since $\int L\,dz=\arctan(z/w)/\pi$, the switched share becomes
\begin{equation}
p=\frac{\arctan(x/w)+\arctan(C/w)}{2\arctan(C/w)} .
\end{equation}
The median is still at $x=0$. For $p=0.99$, multiply by the denominator and subtract $\arctan(C/w)$ from both sides:
\begin{equation}
\arctan\frac{x_{99}}{w}=(1.98-1)\arctan\frac{C}{w}
\quad\Rightarrow\quad
x_{99}=w\tan\!\left[0.98\arctan\frac{C}{w}\right].
\end{equation}
For $C\to\infty$ the arctangent tends to $\pi/2$ and Eq.~\eqref{eq:lor} returns. For $C\ll w$ the density is nearly flat between the cuts, and $x_{99}\to0.98\,C$. For the present numbers,
\begin{equation}
x_{99}=0.5\tan(0.98\arctan12)=4.41\ \text{decades},\qquad t_{99}=2.57\ \text{ms}.
\end{equation}
The half-width is unchanged, but 26 years have become a few milliseconds.

\subsection*{Do the abrupt steps matter?}

Let each region follow $1-e^{-t/t_0}$ instead of a step. Its switching moment is then $t_0\varepsilon$, where $\varepsilon$ is a random number with density $e^{-\varepsilon}$. On the logarithmic axis this adds $G=\log_{10}\varepsilon$ to $z$. From the known mean and variance of $\ln\varepsilon$, which are $-\gamma_E$ (with $\gamma_E=0.577$ Euler's constant) and $\pi^2/6$,
\begin{equation}
\langle G\rangle=-\frac{\gamma_E}{\ln10}=-0.251,\qquad
\operatorname{var}G=\frac{\pi^2}{6(\ln10)^2}=0.310 .
\end{equation}

In the far tail, Eq.~\eqref{eq:tail} must be averaged over $G$, with $x$ replaced by $x-G$. Here $x$ is still measured from $t_1$, which is no longer the median. Write $x-G=y-g$, with $y=x-\langle G\rangle$ and $\langle g\rangle=0$. Expanding to second order in $g/y$,
\begin{equation}
\left\langle\frac{1}{y-g}\right\rangle\approx\frac1y\left(1+\frac{\operatorname{var}G}{y^2}\right).
\end{equation}
The remainder is one percent when this equals $1/x_s$, where $x_s=15.91$ is the sharp-step value. Hence $y\approx x_s+\operatorname{var}G/x_s$, and the 99 percent point moves by
\begin{equation}
x-x_s\approx\langle G\rangle+\frac{\operatorname{var}G}{x_s}=-0.251+0.019\approx-0.23\ \text{decade}.
\end{equation}
Solving the full double distribution numerically gives $-0.232$ decade. The median moves by nearly as much, $-0.205$ decade, so the separation changes only from 15.91 to 15.88 decades. The sharp steps are therefore not the cause of the long delay. They matter more for a short tail: for the Gaussian, exponential local switching raises the separation from 0.99 to 1.36 decades, so that $t_{99}$ becomes 2.3 us at the same $t_{50}$.

\subsection*{Temperature}

Suppose that switching is thermally activated, $t_0=t_a e^{U/k_BT}$, with barriers $U$ and an attempt time that do not change with temperature. Then $\log_{10}(t_0/t_a)=U/(k_BT\ln10)$, and all logarithmic times measured from $t_a$ scale as $1/T$. The 2.65 percent of regions that the Lorentzian places below $t_a$ would need negative barriers, which is unphysical, but they switch long before the median. They are counted as already switched in the times below; removing them and renormalizing would instead raise the separation at 300 K from 15.91 to 16.32 decades, about 66 years at the same $t_{50}$. At 300 K the median corresponds to a barrier of 0.357 eV and the 99 percent point to 1.3 eV.

Heating to 358 K (85 $^\circ$C) multiplies the logarithmic distances by $300/358=0.838$. The median moves from 6 to 5.03 decades above $t_a$, which is 10.7 ns, and $x_{99}$ falls to $0.838\times15.91=13.33$ decades. The result is $t_{99}=2.29\times10^5$ s, or about 2.7 days. In this activated model, a rise of 58 K shortens the last stage by a factor of about 3500. For a single exponential with one barrier, $\tau$ changes but the ratio 6.644 does not.

\subsection*{The real capacitor}

The numbers are meant for a film 10 nm thick at 2 MV/cm, that is at 2 V, with a switched charge of 40 uC/cm$^2$. These are rough typical values for ferroelectric hafnium--zirconium oxide. The median time of 100 ns is a round choice, since it varies strongly with field and film. A real device cannot have an unbounded tail, and $t_{99}$ depends strongly on where the slow side ends: the equal cuts chosen above bring it from 26 years to 2.57 ms, and a slow cut further out would give a longer time. For the values assumed below, leakage and breakdown also intervene long before 26 years have passed, whereas the circuit has little influence on the last percent:

\begin{itemize}
\item \textbf{Leakage.} At an assumed $10^{-7}$ A/cm$^2$, equal to 0.1 uC/cm$^2$ per second, the leaked charge reaches one percent of the switched charge, 0.4 uC/cm$^2$, after 4 s. From then on, a current integral without leakage subtraction cannot resolve the last percent.
\item \textbf{Breakdown.} Take a rough lifetime law of 1 s at 4 MV/cm, growing by 3 decades for each MV/cm of lower field. At 2 MV/cm the lifetime is $10^{6}$ s, about 12 days. The uncut Lorentzian has then switched 98.78 percent, so under this assumed law the film fails before it reaches 99 percent. The outcome rests on the assumed slope: above 4.46 decades per MV/cm, or for a power law in the field with an exponent of 30 or more, the lifetime at 2 MV/cm exceeds 25.8 years and breakdown does not intervene.
\item \textbf{The circuit.} For a square capacitor of edge 20 um, relative permittivity 30 and a 50 ohm series resistance, the $RC$ time is 0.53 ns. The switched charge is $1.6\times10^{-10}$ C, and the current cannot exceed $2\ \text{V}/50\ \Omega=40$ mA, so supplying it takes at least 4 ns. Both times are small beside 100 ns. The median itself can still be delayed noticeably, because local switching times depend steeply on the voltage left across the film while the current flows.
\end{itemize}

So the 25.8 years are a correct property of the distribution you wrote down, but not a forecast for the capacitor. A fit to data within a few decades of the median can fix $t_1$ and $w$ once a shape is assumed, but it does not test the density 16 decades away. If you need the time to 99 percent, measure up to 99 percent at the field and temperature of use, with leakage subtracted or avoided. Subtraction works only for short delays: at the assumed leakage it would need a relative accuracy of about $5\times10^{-9}$ after 26 years. For long delays, apply a write pulse of the chosen length and read the state with a separate short pulse. If you must extrapolate, quote the result for more than one tail, keeping only those that fit the measured part. For sharp steps and the same half-width, the Gaussian, the cut Lorentzian and the full Lorentzian give 973 ns, 2.57 ms and 25.8 years. The Gaussian can be told from the full Lorentzian early: one decade after the median it has switched 99.1 percent, the Lorentzian only 85.2 percent. This requires that the baseline and the saturated charge are known: with centre, width, amplitude and baseline all fitted over one decade on each side of the median, a Gaussian follows the Lorentzian to within 0.8 percent. The cut Lorentzian is hard to separate even with both known: with its width refitted it follows the full Lorentzian to within 0.7 percent over one decade on each side and 1.5 percent over two.

\section*{Calculated quantities}
\begin{verbatim}
INPUTS (rough typical or chosen values)
Lorentzian half-width w: 0.5 decade
median switching time t50: 100 ns
film thickness: 10 nm
applied field: 2 MV/cm
applied voltage: 2 V
switched charge density: 40 uC/cm2
capacitor edge: 20 um
series resistance: 50 ohm
relative permittivity: 30
leakage current density: 1e-07 A/cm2
attempt time: 1e-13 s
SINGLE EXPONENTIAL
tau: 144.3 ns
t99/t50: 6.644
log10(t99/t50): 0.8224 decade
t99: 664.4 ns
delay t99-t50: 564.4 ns
SHARP STEPS, LORENTZIAN
tan(0.49 pi): 31.821
log10(t99/t50), formula: 15.91 decade
log10(t99/t50), quadrature: 15.91 decade
tail estimate 100 w/pi: 15.915 decade
delay t99-t50: 8.13e+08 s
the same delay: 25.8 years
delay ratio, Lorentzian/exponential: 1.44e+15
share switched at exponential t99: 82.61 %
log10(t99/t50) if 0.5 is full width: 7.955 decade
half-width for equal delays: 0.0258 decade
ROLE OF THE TAILS
Gaussian, same half-width, log10(t99/t50): 0.988 decade
Gaussian t99: 973 ns
cut distance from median: 6 decade
Lorentzian share faster than attempt time: 2.65 %
cut Lorentzian, log10(t99/t50): 4.41 decade
cut Lorentzian t99: 2.57 ms
OTHER NEGLECTED EFFECTS
soft switching, shift of log10 t50: -0.205 decade
soft switching, shift of log10 t99: -0.232 decade
soft switching, log10(t99/t50): 15.88 decade
median barrier at 300 K: 0.357 eV
barrier at the 99 % point: 1.3 eV
t50 at 358 K: 10.7 ns
log10(t99/t50) at 358 K: 13.33 decade
t99 at 358 K: 2.29e+05 s
RC time: 0.53 ns
least time to supply switched charge: 4 ns
time to leak 1 % of switched charge: 4 s
breakdown law: 1 s at 4 MV/cm, 3 decades per MV/cm
breakdown time at applied field: 1e+06 s
Lorentzian share switched by then: 98.78 %
\end{verbatim}
